# A lower bound on the low-frequency dispersion of electronic polarizability: verification in Python

```python
"""
Result under test: for N electrons in their ground state,
    d(alpha)/d(omega^2) at omega=0  >=  m alpha(0)^2 / (N e^2),
where alpha is the dipole polarizability along one axis, m the electron
mass and e the elementary charge. In atomic units: slope >= alpha(0)^2/N.
Oscillator strengths f_n and transition frequencies w_n define the moments
S0 = sum f_n, S2 = sum f_n/w_n^2 = alpha(0), S4 = sum f_n/w_n^4 = slope.
Film form: d(eps)/d(omega^2) >= (eps-1)^2/omega_p^2, with omega_p the plasma
frequency of all electrons and eps the electronic relative permittivity.
Model systems and the molecule use atomic units; the film uses SI units.
"""
from math import factorial, pi, sqrt
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, expm
from pyscf import ao2mo, gto, scf
from pyscf.data import elements

HARTREE_EV = const.value("Hartree energy in eV")
BOHR_ANG = const.value("Bohr radius") * 1e10


def moments(freq, dipole):
    strength = 2 * freq * dipole**2
    return [float(np.sum(strength / freq**k)) for k in (0, 2, 4)]


# ---- Hydrogen atom: p states in the basis r^n exp(-r) --------------------
def radial_integral(power):
    return factorial(power) / 2.0**(power + 1)


powers = range(2, 9)
size = len(powers)
overlap = np.zeros((size, size))
hamil = np.zeros((size, size))
for i, a in enumerate(powers):
    for j, b in enumerate(powers):
        norm = sqrt(radial_integral(2 * a) * radial_integral(2 * b))
        overlap[i, j] = radial_integral(a + b) / norm
        kinetic = 0.5 * (a * b * radial_integral(a + b - 2)
                         - (a + b) * radial_integral(a + b - 1)
                         + radial_integral(a + b))
        hamil[i, j] = (kinetic + radial_integral(a + b - 2)
                       - radial_integral(a + b - 1)) / norm
levels, vectors = eigh(hamil, overlap)
# z times the 1s state has the radial function (2/sqrt 3) r^2 exp(-r)
z_on_1s = 2 / sqrt(3) * sqrt(radial_integral(4)) * overlap[:, 0]
h_s0, h_s2, h_s4 = moments(levels + 0.5, vectors.T @ z_on_1s)
assert abs(h_s0 - 1) < 1e-6
assert abs(h_s2 - 4.5) < 1e-5
assert h_s4 > h_s2**2
print(f"H atom: strength sum = {h_s0:.5f}")
print(f"H atom: alpha(0) = {h_s2:.4f} a.u.")
print(f"H atom: slope = {h_s4:.4f} a.u., bound = {h_s2**2:.4f} a.u.")

# ---- Two interacting electrons in one dimension --------------------------
step = 0.4
x = step * np.arange(-15, 16)
n_grid = len(x)
diff = np.subtract.outer(np.arange(n_grid), np.arange(n_grid))
safe = np.where(diff == 0, 1, diff)
kin = np.where(diff == 0, pi**2 / 6, (-1.0)**np.abs(diff) / safe**2) / step**2
repulsion = 1 / np.sqrt(1 + np.subtract.outer(x, x)**2)
x_total = np.add.outer(x, x)
unit = np.eye(n_grid)


def pair_hamiltonian(well, field=0.0):
    potential = np.add.outer(well, well) + repulsion - field * x_total
    return (np.kron(kin, unit) + np.kron(unit, kin)
            + np.diag(potential.ravel()))


def pair_solution(well):
    energy, states = eigh(pair_hamiltonian(well))
    dip = states[:, 1:].T @ (x_total.ravel() * states[:, 0])
    return energy, states, energy[1:] - energy[0], dip


_, _, freq, dip = pair_solution(0.5 * x**2)
k_s0, k_s2, k_s4 = moments(freq, dip)
assert abs(k_s0 - 2) < 2e-3
# equality case; tolerance covers the finite grid spacing
assert abs(k_s4 / (k_s2**2 / 2) - 1) < 2e-3
print(f"Harmonic pair: slope/bound = {k_s4 / (k_s2**2 / 2):.5f}")

double_well = 0.1 * x**4 - 0.8 * x**2
energy, states, freq, dip = pair_solution(double_well)
d_s0, d_s2, d_s4 = moments(freq, dip)
assert abs(d_s0 - 2) < 2e-3
assert d_s4 > d_s2**2 / 2
weak = 1e-3
shifted = [eigh(pair_hamiltonian(double_well, s * weak), eigvals_only=True,
                subset_by_index=[0, 0])[0] for s in (1, -1)]
alpha_energy = -(shifted[0] + shifted[1] - 2 * energy[0]) / weak**2
assert abs(alpha_energy / d_s2 - 1) < 2e-3
print(f"Double-well pair: strength sum = {d_s0:.4f}")
print(f"Double-well pair: alpha(0) = {d_s2:.4f} a.u.")
print(f"  from energies in a field = {alpha_energy:.4f} a.u.")
print(f"  slope = {d_s4:.4f} a.u., bound = {d_s2**2 / 2:.4f} a.u.")

# polarizability at a finite frequency from direct time propagation
drive = 0.3
steps_per_period = 1000
dt = 2 * pi / drive / steps_per_period
ramp_periods = 10
ramp_time = ramp_periods * 2 * pi / drive
psi = states[:, 0].reshape(n_grid, n_grid).astype(complex)
kin_step = expm(-1j * kin * dt)
pot_half = np.exp(-0.5j * dt * (np.add.outer(double_well, double_well)
                                + repulsion))
projection = 0.0
for k in range((ramp_periods + 1) * steps_per_period):
    mid = (k + 0.5) * dt
    envelope = np.sin(0.5 * pi * min(mid / ramp_time, 1.0))**2
    phase = np.exp(0.5j * dt * weak * envelope * np.cos(drive * mid) * x)
    half = pot_half * phase[:, None] * phase[None, :]
    psi = half * (kin_step @ (half * psi) @ kin_step)
    if k >= ramp_periods * steps_per_period:
        moment = np.sum(np.abs(psi)**2 * x_total)
        projection += moment * np.cos(drive * (k + 1) * dt)
alpha_time = 2 * projection / steps_per_period / weak
alpha_sum = float(np.sum(2 * freq * dip**2 / (freq**2 - drive**2)))
# tolerance covers the finite switching time and time step
assert abs(alpha_time / alpha_sum - 1) < 5e-3
print(f"  alpha at omega = {drive} a.u.: sum = {alpha_sum:.4f} a.u.")
print(f"  same from time propagation = {alpha_time:.4f} a.u.")

# one electron in the first excited state of the double well: bound fails
e_one, c_one = eigh(kin + np.diag(double_well))
others = np.arange(n_grid) != 1
x_s0, x_s2, x_s4 = moments(e_one[others] - e_one[1],
                           c_one[:, others].T @ (x * c_one[:, 1]))
assert abs(x_s0 - 1) < 2e-3
assert x_s4 < x_s2**2
print(f"Excited state: strength sum = {x_s0:.4f}")
print(f"  slope = {x_s4:.2f} a.u., alpha(0)^2/N = {x_s2**2:.2f} a.u.")


# ---- Methane, time-dependent Hartree-Fock --------------------------------
def primitive_basis(symbol, extra):
    """Uncontracted aug-cc-pVDZ plus extra (l, exponent) functions."""
    shells = {(s[0], row[0]) for s in gto.basis.load("aug-cc-pvdz", symbol)
              for row in s[1:]}
    return [[l, [a, 1.0]] for l, a in sorted(shells | set(extra))]


bond = 1.09
c = bond / sqrt(3)
mol = gto.M(atom=[["C", (0, 0, 0)], ["H", (c, c, c)], ["H", (c, -c, -c)],
                  ["H", (-c, c, -c)], ["H", (-c, -c, c)]],
            basis={"C": primitive_basis("C", [(1, 30.0), (1, 90.0),
                                              (2, 2.0), (2, 7.0)]),
                   "H": primitive_basis("H", [(1, 2.5)])}, verbose=0)
repulsion_ao = mol.intor("int2e", aosym="s8")    # kept in memory


def hartree_fock(core=None, start=None):
    run = scf.RHF(mol)
    run.chkfile = None
    run._eri = repulsion_ao
    run.conv_tol = 1e-11
    if core is not None:
        run.get_hcore = lambda *args: core
    run.kernel(dm0=start)
    assert run.converged
    return run


mf = hartree_fock()
n_el = mol.nelectron
n_occ = n_el // 2
occ, vir = mf.mo_coeff[:, :n_occ], mf.mo_coeff[:, n_occ:]
n_vir = vir.shape[1]
dim = n_occ * n_vir
z_ao = mol.intor("int1e_r")[2]
z_ov = (occ.T @ z_ao @ vir).ravel()

# singlet response matrices for real orbitals, from integrals in memory
ovov = ao2mo.incore.general(repulsion_ao, (occ, vir, occ, vir), compact=False)
ovov = ovov.reshape(n_occ, n_vir, n_occ, n_vir)
oovv = ao2mo.incore.general(repulsion_ao, (occ, occ, vir, vir), compact=False)
oovv = oovv.reshape(n_occ, n_occ, n_vir, n_vir)
gaps = (mf.mo_energy[None, n_occ:] - mf.mo_energy[:n_occ, None]).ravel()
a_mat = (2 * ovov - oovv.transpose(0, 2, 1, 3)).reshape(dim, dim)
a_mat = a_mat + np.diag(gaps)
b_mat = (2 * ovov - ovov.transpose(0, 3, 2, 1)).reshape(dim, dim)
plus, minus = a_mat + b_mat, a_mat - b_mat
val, vec = eigh(minus)
assert val[0] > 0
root = (vec * np.sqrt(val)) @ vec.T
freq2, modes = eigh(root @ plus @ root)
assert freq2[0] > 0
strengths = 4 * (modes.T @ root @ z_ov)**2
m_s0, m_s2, m_s4 = [float(np.sum(strengths / freq2**k)) for k in (0, 1, 2)]

minus_inv = np.linalg.inv(minus)


def alpha_response(omega_squared):
    return 4 * z_ov @ np.linalg.solve(plus - omega_squared * minus_inv, z_ov)


delta = 1e-3
slope_fd = (alpha_response(delta) - alpha_response(-delta)) / (2 * delta)
assert abs(slope_fd / m_s4 - 1) < 1e-3

core_free = mf.get_hcore()
density_free = mf.make_rdm1()


def mean_z(field):
    run = hartree_fock(core_free + field * z_ao, density_free)
    return np.einsum("ij,ji->", run.make_rdm1(), z_ao)


alpha_field = -(mean_z(0.002) - mean_z(-0.002)) / 0.004
assert abs(alpha_field / m_s2 - 1) < 2e-3
assert abs(m_s0 / n_el - 1) < 0.1   # finite basis: the sum is only near N
m_bound = m_s2**2 / n_el
m_bound_val = m_s2**2 / (n_el - 2)
assert m_s4 > m_bound
assert m_s4 > m_bound_val
to_eng = BOHR_ANG**3 / HARTREE_EV**2
print(f"CH4: C-H = {bond} Angstrom, {mol.nao} basis functions, N = {n_el}")
print(f"CH4: strength sum = {m_s0:.3f}")
print(f"CH4: alpha(0) = {m_s2:.3f} a.u. = {m_s2 * BOHR_ANG**3:.3f} Angstrom^3")
print(f"  from a static field = {alpha_field:.3f} a.u.")
print(f"CH4: slope = {m_s4:.2f} a.u. = {m_s4 * to_eng:.5f} Angstrom^3/eV^2")
print(f"CH4: bound = {m_bound:.2f} a.u. = {m_bound * to_eng:.5f} Angstrom^3/eV^2")
print(f"CH4: slope/bound = {m_s4 / m_bound:.3f}")
print(f"CH4: slope/(alpha^2/8, valence only) = {m_s4 / m_bound_val:.3f}")

# ---- Low-k film of CH3SiO1.5 units, rough typical inputs -----------------
wavelength = 633e-9
density = 1300.0          # kg/m^3
eps_el = 1.9              # electronic permittivity at zero frequency
k_static = 2.7            # full static permittivity
formula = {6: 1, 1: 3, 14: 1, 8: 1.5}     # atomic number: count
core_electrons = {6: 2, 1: 0, 14: 10, 8: 2}
n_unit = sum(z * q for z, q in formula.items())
n_val = n_unit - sum(core_electrons[z] * q for z, q in formula.items())
molar = sum(elements.MASSES[z] * q for z, q in formula.items())
rho = density / (molar * 1e-3) * const.N_A
alpha_si = 3 * const.epsilon_0 / rho * (eps_el - 1) / (eps_el + 2)
slope_si = const.m_e * alpha_si**2 / (n_unit * const.e**2)
omega_p = sqrt(rho * n_unit * const.e**2 / (const.epsilon_0 * const.m_e))
omega = 2 * pi * const.c / wavelength
ev = const.hbar / const.e


def film_eps(alpha, number_density=rho):
    lorentz = number_density * alpha / (3 * const.epsilon_0)
    return (1 + 2 * lorentz) / (1 - lorentz)


# film slope by finite difference from the molecular bound
h2 = (0.02 * omega)**2
film_slope = (film_eps(alpha_si + slope_si * h2)
              - film_eps(alpha_si - slope_si * h2)) / (2 * h2)
film_bound = (eps_el - 1)**2 / omega_p**2
assert abs(film_slope / film_bound - 1) < 1e-5
rise = film_bound * omega**2
rise_full = film_eps(alpha_si + slope_si * omega**2) - eps_el
assert rise_full >= rise
index_rise = sqrt(eps_el + rise) - sqrt(eps_el)
print(f"Film: density = {density / 1000:.1f} g/cm3, eps_el = {eps_el}")
print(f"Film: unit mass = {molar:.2f} g/mol, N = {n_unit:.0f}")
print(f"Film: units per volume = {rho * 1e-6:.3e} cm^-3")
print(f"Film: alpha(0) per unit = {alpha_si:.3e} C m^2/V")
print(f"  = {alpha_si / (4 * pi * const.epsilon_0) * 1e30:.3f} Angstrom^3")
print(f"Film: slope bound per unit = {slope_si:.3e} C m^2 s^2/V")
print(f"Film: plasma energy = {omega_p * ev:.2f} eV")
print(f"Film: photon energy at 633 nm = {omega * ev:.4f} eV")
print(f"Film: permittivity slope bound = {film_bound / ev**2:.5f} eV^-2")
print(f"Film: least permittivity rise to 633 nm = {rise:.5f}")
print(f"Film: least index rise to 633 nm = {index_rise:.5f}")

# ---- Size of what the film bound leaves out ------------------------------
rise_val = rise * n_unit / n_val
likely = rise_val * m_s4 / m_bound_val
lattice = k_static - eps_el
phonon_ev = 0.13          # rough Si-O stretching energy
tail = lattice * phonon_ev**2 / (phonon_ev**2 - (omega * ev)**2)
expansion, heating = 2e-5, 100.0          # rough linear expansion, 1/K; K
thermal = film_eps(alpha_si, rho / (1 + expansion * heating)**3) - eps_el
photon_au = omega * ev / HARTREE_EV
curvature = ((alpha_response(photon_au**2) - m_s2)
             / (m_s4 * photon_au**2))
assert curvature > 1
print(f"Valence electrons per unit = {n_val:.0f}")
print(f"Rise with valence electrons only = {rise_val:.5f}")
print(f"Estimated actual rise (CH4 ratio) = {likely:.4f}")
print(f"Static k = {k_static}, lattice part = {lattice:.2f}")
print(f"Lattice mode = {phonon_ev} eV, tail at 633 nm = {tail:.5f}")
print(f"Linear expansion = {expansion:.0e} 1/K, heating = {heating:.0f} K")
print(f"Permittivity change on heating = {thermal:.5f}")
print(f"CH4: true rise to 633 nm / slope term = {curvature:.4f}")

# pores in a one-resonance matrix, Maxwell-Garnett mixing
porosity = 0.3
resonance2 = omega_p**2 / (eps_el - 1)


def porous_eps(omega_squared):
    host = 1 + omega_p**2 / (resonance2 - omega_squared)
    beta = (1 - host) / (1 + 2 * host)
    return host * (1 + 2 * porosity * beta) / (1 - porosity * beta)


h2 = 1e-3 * resonance2
porous_slope = (porous_eps(h2) - porous_eps(-h2)) / (2 * h2)
porous_bound = (porous_eps(0.0) - 1)**2 / ((1 - porosity) * omega_p**2)
assert porous_slope > porous_bound
print(f"Porosity = {porosity}: permittivity = {porous_eps(0.0):.4f}")
print(f"  slope/bound = {porous_slope / porous_bound:.5f}")
print("every check passed")
```

Printed output:

```
H atom: strength sum = 1.00000
H atom: alpha(0) = 4.5000 a.u.
H atom: slope = 26.5833 a.u., bound = 20.2500 a.u.
Harmonic pair: slope/bound = 1.00000
Double-well pair: strength sum = 2.0000
Double-well pair: alpha(0) = 1.8058 a.u.
  from energies in a field = 1.8059 a.u.
  slope = 4.1448 a.u., bound = 1.6305 a.u.
  alpha at omega = 0.3 a.u.: sum = 2.3469 a.u.
  same from time propagation = 2.3464 a.u.
Excited state: strength sum = 1.0000
  slope = -18696.73 a.u., alpha(0)^2/N = 7269.35 a.u.
CH4: C-H = 1.09 Angstrom, 107 basis functions, N = 10
CH4: strength sum = 10.073
CH4: alpha(0) = 15.976 a.u. = 2.367 Angstrom^3
  from a static field = 15.977 a.u.
CH4: slope = 49.93 a.u. = 0.00999 Angstrom^3/eV^2
CH4: bound = 25.52 a.u. = 0.00511 Angstrom^3/eV^2
CH4: slope/bound = 1.956
CH4: slope/(alpha^2/8, valence only) = 1.565
Film: density = 1.3 g/cm3, eps_el = 1.9
Film: unit mass = 67.12 g/mol, N = 35
Film: units per volume = 1.166e+22 cm^-3
Film: alpha(0) per unit = 5.255e-40 C m^2/V
  = 4.723 Angstrom^3
Film: slope bound per unit = 2.800e-73 C m^2 s^2/V
Film: plasma energy = 23.73 eV
Film: photon energy at 633 nm = 1.9587 eV
Film: permittivity slope bound = 0.00144 eV^-2
Film: least permittivity rise to 633 nm = 0.00552
Film: least index rise to 633 nm = 0.00200
Valence electrons per unit = 20
Rise with valence electrons only = 0.00966
Estimated actual rise (CH4 ratio) = 0.0151
Static k = 2.7, lattice part = 0.80
Lattice mode = 0.13 eV, tail at 633 nm = -0.00354
Linear expansion = 2e-05 1/K, heating = 100 K
Permittivity change on heating = -0.00698
CH4: true rise to 633 nm / slope term = 1.0210
Porosity = 0.3: permittivity = 1.5964
  slope/bound = 1.02109
every check passed
```
